\section*{Trap occupation under fast periodic gate stress, part 2}

Electron traps at or close to the interface between the channel and the gate insulator of an n-type thin-film transistor fill while the gate is on and empty while it is off. The probability that a trap is filled at time $t$ is $f(t)$, which is also the filled fraction if the traps are alike, independent and numerous. Times are in seconds and rates in inverse seconds. The symbol $e$ is always the emission rate, and $q$ is the elementary charge.

The gate voltage has period $T$ and duty cycle $D$, and each cycle is counted from the moment the gate turns on. Empty traps capture at rate $c$ only while the gate is on, and filled traps emit at rate $e$ only while it is off. Both rates are constant within their phase and do not depend on how many other traps are filled.

With $x=cDT$ and $y=e(1-D)T$,
\begin{equation}
x+y=ST,\qquad S=Dc+(1-D)e,
\label{eq:S}
\end{equation}
and a deviation from the settled cycle shrinks by $\exp(-ST)$ in every cycle, at any period. The settled cycle starts from its lowest value, $f_{\min}$; the ripple is the difference between its highest and lowest values. For fast switching, $x\ll1$ and $y\ll1$, both extremes tend to
\begin{equation}
F=\frac{x}{x+y}=\frac{Dc}{Dc+(1-D)e}.
\label{eq:F}
\end{equation}
For $c\neq e$ the mean occupation over a settled cycle differs from $F$ by less than $xy/12$ times $|F-D|$; for $c=e$ the mean, $F$ and $D$ are equal.

The example has $c=10^{-3}\,\mathrm{s^{-1}}$, $e=2\times10^{-4}\,\mathrm{s^{-1}}$, $D=0.25$ and a frequency of 60 Hz, so that $x=4.17\times10^{-6}$, $y=2.50\times10^{-6}$ and $F=0.625$.

\section{Settling, threshold shift and limits of the model}

The symbols carried over are these. The gate is on for a fraction $D$ of each period $T$. Empty traps capture at rate $c$ while it is on, and filled traps emit at rate $e$ while it is off. With $x=cDT$ and $y=e(1-D)T$ both small, the occupation settles at $F=Dc/S$, where $S=Dc+(1-D)e$, and any deviation from the settled cycle shrinks by $\exp(-ST)$ per cycle. The example has $c=10^{-3}\,\mathrm{s^{-1}}$, $e=2\times10^{-4}\,\mathrm{s^{-1}}$, $D=0.25$ and a frequency of 60 Hz, which give $F=0.625$.

The formula for $F$ describes the end of a process that can take hours. Let the traps be empty at first. After $n$ cycles, at time $t=nT$, the deviation from the settled starting value $f_{\min}$ has gone from $-f_{\min}$ to $-f_{\min}\exp(-St)$. For fast switching $f_{\min}$ tends to $F$, so
\begin{equation}
f(t)=F\,[1-\exp(-St)] .
\label{eq:transient}
\end{equation}
In the example $S=4.0\times10^{-4}\,\mathrm{s^{-1}}$, and the settling time $1/S$ is 2500 s. After that time (\ref{eq:transient}) gives 0.3951. A numerical integration with a period of 20 s, for which $x=0.005$ and $y=0.003$, gives 0.3948 for the mean over the last cycle. The relative difference is below one part in a thousand, less than either $x$ or $y$, which set the size of the first-order corrections.

At early times, $St\ll1$, equation (\ref{eq:transient}) becomes $f\simeq FSt=Dct$. The occupation then depends on the accumulated on-time $Dt$ alone, as if the off-intervals were pauses in a constant stress. Emission makes itself felt when $St$ is no longer small. Constant stress, $D=1$, would fill these traps completely with a time constant $1/c=1000$ s. A short test therefore responds to capture alone and says little about where the pulsed device will settle. If only the threshold shift is observed, it gives the product of $c$ and the trap density, not $c$ by itself.

The effect of the duty cycle is clearest in the ratio of filled to empty traps,
\begin{equation}
\frac{F}{1-F}=\frac{D}{1-D}\,\frac{c}{e}.
\label{eq:odds}
\end{equation}
The ratio of on-time to off-time is multiplied by the ratio of the rates, which is 5 here. Half filling needs $D/(1-D)=e/c$, that is $D=e/(c+e)=0.167$. The slope of $F$ follows from the quotient rule with $dS/dD=c-e$:
\begin{equation}
\frac{dF}{dD}=\frac{cS-Dc(c-e)}{S^2}=\frac{ce}{S^2}.
\label{eq:slope}
\end{equation}
It falls from $c/e=5$ at small duty cycle to $e/c=0.2$ near $D=1$. With $c$ and $e$ fixed, a cut in the duty cycle from 0.90 to 0.50 lowers the occupation from 0.978 to 0.833, whereas a cut from 0.25 to 0.05 lowers it from 0.625 to 0.208.

Filled traps are noticed through the threshold voltage. Let $z$ run from the gate at $z=0$ to the channel interface at $z=t_{\rm ox}$, and let $n(z)$ be the density of trapped electrons in an insulator of permittivity $\varepsilon$. Compare the device with and without trapped charge at the same charge and potential in the semiconductor, which is what a shift of threshold means. Gauss's law then fixes the field at the interface, so the change $\Delta E$ of the field, counted positive from gate to channel, vanishes there. Inside the insulator $d\,\Delta E/dz=-qn/\varepsilon$. Integrating back from the interface gives
\begin{equation}
\Delta E(z)=\frac q\varepsilon\int_z^{t_{\rm ox}}n(z')\,dz' .
\label{eq:field}
\end{equation}
The extra gate voltage is the integral of $\Delta E$ across the insulator. Exchanging the order of integration lets each $z'$ collect all $z$ between 0 and $z'$:
\begin{equation}
\Delta V=\int_0^{t_{\rm ox}}\Delta E\,dz=\frac q\varepsilon\int_0^{t_{\rm ox}}z'\,n(z')\,dz' .
\label{eq:moment}
\end{equation}
If all $N_t$ traps per unit area lie at the interface, then $z'=t_{\rm ox}$, and with $C_{\rm ox}=\varepsilon/t_{\rm ox}$ the settled shift is
\begin{equation}
\Delta V=\frac{qN_tF}{C_{\rm ox}} .
\label{eq:shift}
\end{equation}
It is positive, since trapped electrons must be offset by more positive charge on the gate.

For 100 nm of insulator with relative permittivity 3.9, $C_{\rm ox}=34.5\,\mathrm{nF/cm^2}$. With $N_t=5\times10^{11}\,\mathrm{cm^{-2}}$ the shift for full traps is 2.32 V, and at $F=0.625$ it is 1.45 V. If the traps are spread evenly over the last 2 nm of the insulator, their mean distance from the gate is 99 nm instead of 100 nm, and (\ref{eq:moment}) lowers the shift by one per cent, to 1.435 V. This is electrostatics only and assumes that traps at every depth have settled at $F$. If they are reached by tunnelling through a barrier of 3 eV with a mass of 0.4 electron masses, the rates differ by a factor of about $6\times10^{9}$ across these 2 nm, so no single settling time applies and the deepest traps may not settle within any test.

The assumption that each process stops in the other phase can be lifted. Let the capture and emission rates be $c_1,e_1$ with the gate on and $c_2,e_2$ with it off. In phase $i$, of duration $t_i$,
\begin{equation}
\frac{df}{dt}=c_i-k_if,\qquad k_i=c_i+e_i ,
\label{eq:general}
\end{equation}
so $f$ relaxes towards $c_i/k_i$ and covers a fraction $a_i=1-\exp(-k_it_i)$ of the distance. One cycle turns $f$ into
\begin{equation}
f'=a_2\frac{c_2}{k_2}+(1-a_2)\left[a_1\frac{c_1}{k_1}+(1-a_1)f\right].
\label{eq:genmap}
\end{equation}
Setting $f'=f$ gives the settled value at the start of a cycle:
\begin{equation}
f=\frac{a_2c_2/k_2+(1-a_2)\,a_1c_1/k_1}{1-(1-a_1)(1-a_2)} .
\label{eq:genfix}
\end{equation}
For fast switching $a_i\simeq k_it_i\ll1$. The numerator becomes $c_1t_1+c_2t_2$ and the denominator $k_1t_1+k_2t_2$. With $t_1=DT$ and $t_2=(1-D)T$,
\begin{equation}
F=\frac{Dc_1+(1-D)c_2}{D(c_1+e_1)+(1-D)(c_2+e_2)} .
\label{eq:genF}
\end{equation}
Each rate enters through its average over the cycle. The earlier formula is the case $e_1=c_2=0$.

Whether the gate really stops emission matters. If filled traps emit at the same rate $e$ in both phases, then $e_1=e_2=e$, $c_2=0$, and (\ref{eq:genF}) becomes $Dc/(Dc+e)$. The factor $1-D$ has gone, and the example gives $0.25/(0.25+0.20)=0.556$ instead of 0.625. Which of the two formulas applies depends on how the trap level moves relative to the Fermi level. At constant gate voltage, in the dark, a trap in equilibrium with the channel must have the Fermi occupation. This requires $c_i/k_i=1/\{1+\exp[(E_t-E_F)/k_BT_L]\}$, and hence
\begin{equation}
\frac{e_i}{c_i}=\exp\!\left(\frac{E_t-E_F}{k_BT_L}\right),
\label{eq:balance}
\end{equation}
where $E_t$ is the trap level, $E_F$ the Fermi level and $T_L$ the temperature, with a degeneracy factor of one. If the level lies 0.15 eV below $E_F$ with the gate on and 0.15 eV above it with the gate off, the rate in the wrong phase is smaller than its partner by a factor $2.9\times10^{-3}$ at 298 K. The occupation then becomes 0.624. With the rates of the example these levels require emission to be about 69 times slower with the gate on ($e_1=2.9\times10^{-6}\,\mathrm{s^{-1}}$) than with it off ($e_2=2\times10^{-4}\,\mathrm{s^{-1}}$). A trap exactly at the interface that exchanges electrons thermally with a non-degenerate conduction band does not behave in this way: its depth below the band edge, and with it the emission rate, does not depend on the gate. For such a trap $e_1=e_2$, the ratio $c/e=5$ puts the level only 0.041 eV below $E_F$ with the gate on, and the value 0.556 applies; a distance of 0.15 eV would mean $c/e\approx343$. The value 0.625 belongs to traps whose emission the gate does suppress. When the gate moves the level equally far to either side of the Fermi level, the error in the occupation is smaller than this Boltzmann factor, so a distance of several $k_BT_L$ is enough, except when the occupation itself is not many times larger than the factor. At a duty cycle of 0.001, for example, the same levels give 0.0079, whereas the simple formula gives 0.0050, because the weak capture during the long off phase is then no longer negligible.

Light offers filled traps another way out, one that the gate does not switch. A flux of $10^{14}$ photons per $\mathrm{cm^2}$ and second at 2.7 eV, about $0.04\,\mathrm{mW/cm^2}$ of blue light, and an assumed cross-section of $10^{-18}\,\mathrm{cm^2}$ give a photoemission rate of $10^{-4}\,\mathrm{s^{-1}}$. Added to emission in both phases, it raises the average emission from $1.5\times10^{-4}$ to $2.5\times10^{-4}\,\mathrm{s^{-1}}$. That equals the average capture rate, and $F$ falls to 0.500. This covers the release of trapped electrons and nothing else. The negative shift seen in oxide transistors under negative gate bias and light involves positive charge, for instance trapped holes or ionised oxygen vacancies, which this model does not contain.

Trapped charge also weakens its own cause. At fixed gate voltage the overdrive, 15 V at first, is reduced by the threshold shift, and fewer channel electrons are left to be captured. As a rough law, let the capture rate vary as the square of the overdrive. The settled occupation must then satisfy
\begin{equation}
F=\frac{Dc(F)}{Dc(F)+(1-D)e},\qquad
c(F)=c\left(1-\frac{qN_tF}{C_{\rm ox}V_{\rm ov}}\right)^{2},
\label{eq:feedback}
\end{equation}
with $V_{\rm ov}=15$ V. The solution is $F=0.580$. As a check, the shift is $0.580\times2.32=1.35$ V, the bracket is 0.910, its square is 0.829, and $0.829\times2.5=2.07$ gives $2.07/(2.07+1.5)=0.580$. The shift is 7 per cent below the value without feedback.

Temperature can act more strongly, if the two rates are activated differently. Suppose that capture is thermally activated with 0.5 eV and emission with 0.7 eV. Between 298 K and 333 K the rates then rise to $c=7.7\times10^{-3}\,\mathrm{s^{-1}}$ and $e=3.5\times10^{-3}\,\mathrm{s^{-1}}$. Emission gains more, because its barrier is higher, and $F$ drops to 0.424. The hot device settles sooner and at a smaller shift. With the two activation energies exchanged, the occupation would rise on heating instead.

Traps in a disordered material do not share one rate. Suppose first that only the capture barrier varies, with a standard deviation of 0.05 eV. One standard deviation changes $c$ by a factor of 7 at 298 K, and the average occupation is 0.578. The average moves towards one half for a simple reason. By (\ref{eq:odds}), $F=\tfrac12(1+\tanh a)$ with $2a=\ln[Dc/((1-D)e)]$, and the spread shifts $a$ by $+b$ as often as by $-b$. The mean of each such pair contains
\begin{equation}
\frac{\tanh(a+b)+\tanh(a-b)}{2}=\frac{\sinh2a}{\cosh2a+\cosh2b},
\label{eq:spread}
\end{equation}
which for $a>0$ and $b\neq0$ is positive but smaller than $\sinh2a/(\cosh2a+1)=\tanh a$. The average occupation therefore lies between one half and the value without spread.

If instead both barriers of a trap are raised or lowered together, $c/e$ is the same for every trap and so is $F$. What changes is the approach to it. With a single rate, 90 per cent of the final shift is reached after $\ln10/S=1.6$ h. With the same spread of 0.05 eV common to both barriers it takes 7.3 h, because the slow traps arrive late. A measurement stopped after two hours would then underestimate the settled shift. Fast switching remains a good assumption: the fraction of traps with $xy/12$ above 0.01 is about $10^{-9}$.

Other effects are small for these numbers. With a channel length $L=10\,\mathrm{\mu m}$ and a mobility $\mu=10\,\mathrm{cm^2/Vs}$, the charging time of the conducting channel is roughly $L^2/(\mu V_{\rm ov})=6.7$ ns, against an on-pulse of 4.17 ms. The field in the insulator is $15\,\mathrm{V}/100\,\mathrm{nm}=1.5$ MV/cm, well below a rough breakdown field of 10 MV/cm. An electron that tunnels through the insulator at this field $E_{\rm ox}$ meets a triangular barrier of height $\phi$ and width $w=\phi/(qE_{\rm ox})$, and the exponent of its transmission is
\begin{equation}
\frac{2}{\hbar}\int_0^{w}\!\sqrt{2m(\phi-qE_{\rm ox}s)}\,ds=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qE_{\rm ox}} .
\label{eq:tunnel}
\end{equation}
For $\phi=3$ eV and a mass $m$ of 0.4 electron masses this is 150, a transmission of about $10^{-65}$. Tunnelling over the short distance into a trap near the interface is a different matter, and is contained in $c$.

The mobility, voltage and insulator are roughly those of an amorphous indium gallium zinc oxide transistor on silicon dioxide. The two rates and the trap density are chosen round values, and a shift above 1 V is large for a well-passivated device. A duty cycle of 0.25 suits a transistor on a four-phase clock in a display's row driver, although that clock runs at about 16 kHz for 1080 rows rather than at 60 Hz, which makes $x$ and $y$ smaller still; a pixel switch is on for about one thousandth of the time. The assumption of a single rate is a strong one: it gives a plain exponential approach, whereas the shift of a real device can follow a stretched exponential in time. In this model a modest spread in the capture barrier alone moves the settled occupation from 0.625 to 0.578. The same spread common to both barriers leaves the occupation unchanged, but lengthens the time to reach 90 per cent of the final shift from 1.6 h to 7.3 h. With the activation energies assumed here, the 35 K rise in temperature moves the occupation further, to 0.424. Equal activation energies would leave it at 0.625 and only speed up the settling, so a prediction for a warm panel needs both rates at the panel's own temperature. The main values quoted here are collected in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
capture rate 1.0e-03 /s, emission rate 2.0e-04 /s
duty cycle 0.25, frequency 60 Hz, period 16.67 ms
trap density 5.0e+11 /cm2, oxide 100 nm, eps_r 3.9
overdrive 15 V, temperature 298.15 K
x = 4.167e-06, y = 2.500e-06 (dimensionless)
D*c = 2.50e-04 /s, (1-D)*e = 1.50e-04 /s, S = 4.00e-04 /s
fast formula F = 0.6250
integrated mean at 60 Hz = 0.625000
ripple at 60 Hz = 1.56e-06
relative error bound xy/12 = 8.7e-13
settling time 1/S = 2500 s, constant-stress 1/c = 1000 s
after 1/S: formula 0.3951, integrated 0.3948
  (that integration used a period of 20 s)
duty cycle for half filling = 0.1667
oxide capacitance = 34.53 nF/cm2
shift, all traps full = 2.320 V; at F = 1.450 V
duty 0.05: occupation 0.2083, shift 0.483 V
duty 0.25: occupation 0.6250, shift 1.450 V
duty 0.50: occupation 0.8333, shift 1.933 V
duty 0.90: occupation 0.9783, shift 2.269 V
period 100 s: min 0.6203, mean 0.6250, max 0.6297
period 1000 s: min 0.5775, mean 0.6238, max 0.6710
period 10000 s: min 0.2086, mean 0.5406, max 0.9350
period 100000 s: min 0.0000, mean 0.2900, max 1.0000
Effects left out of the simple model:
level gap 0.15 eV, Boltzmann factor 2.91e-03
light: 1e+14 photons/cm2/s at 2.7 eV
  = 0.043 mW/cm2, section 1e-18 cm2
  photoemission rate 1.0e-04 /s
residual rates: occupation 0.6243
emission never interrupted: occupation 0.5556
weak blue light: occupation 0.5000
overdrive loss (square law): occupation 0.5800
activation: capture 0.5 eV, emission 0.7 eV
at 333.15 K: c = 7.73e-03 /s, e = 3.50e-03 /s
at 333.15 K: occupation 0.4239
barrier spread (standard deviation) 0.05 eV
spread in capture barrier only: occupation 0.5781
90% settling: one rate 1.60 h, common spread 7.3 h
fraction of traps with xy/12 above 0.01: 1.3e-09
traps 0 to 2 nm deep: shift 1.435 V
channel 10 um, mobility 10 cm2/Vs
channel charging 6.7 ns, on time 4.17 ms
oxide field 1.50 MV/cm (rough breakdown: 10 MV/cm)
tunnel barrier 3.0 eV, mass 0.4 m_e, 20 nm
tunnelling exponent 149.7, transmission 1.0e-65
\end{verbatim}
